\section*{Angular g-factor shift of a silicon dot in an in-plane field}

\section*{Problem}

One electron of charge $-e$, with $e>0$, is held in a silicon quantum dot under an interface. Let $x\parallel[100]$ and $y\parallel[010]$, and let $z$ point from the interface at $z=0$ into the silicon. A magnetic field lies in the plane,
\[
\mathbf B=B(\cos\phi,\sin\phi,0),
\]
so $\phi$ is measured from $[100]$. The electron has Rashba and Dresselhaus spin-orbit coupling. How does its $g$-factor depend on $\phi$, to first order in the spin-orbit coupling and in the weak-field limit?

The electron occupies one valley eigenstate, well separated from the other on the scale of the Zeeman energy. Without spin-orbit coupling,
\begin{equation}
H_0=\frac{\hbar^2(\pi_x^2+\pi_y^2)}{2m_t}+\frac{p_z^2}{2m_l}+V(z)+U(x,y)+\frac{g_0\mu_B}{2}\,\mathbf B\cdot\boldsymbol\sigma ,
\end{equation}
where $\boldsymbol\pi=\mathbf k+e\mathbf A/\hbar$ and $\mathbf k=-i\nabla$. The reference value $g_0$ contains the bulk correction to the free-electron value. For the vector potential take
\begin{equation}
\mathbf A=\big((z-z_0)B_y,\,-(z-z_0)B_x,\,0\big).
\end{equation}
Its curl is $(-\partial_zA_y,\,\partial_zA_x,\,0)=(B_x,B_y,0)$ for any constant $z_0$.

\section*{A tempting solution}

Take constant coefficients $\alpha$ and $\beta$:
\begin{equation}
H_{\rm SO}=\alpha(\pi_x\sigma_y-\pi_y\sigma_x)+\beta(\pi_x\sigma_x-\pi_y\sigma_y).
\end{equation}
Put the gauge origin at the interface, $z_0=0$. A bound real orbital has $\langle\mathbf k\rangle=0$, so with $\bar z=\langle z\rangle$,
\[
\langle\pi_x\rangle=\frac{eB_y\bar z}{\hbar},\qquad
\langle\pi_y\rangle=-\frac{eB_x\bar z}{\hbar}.
\]
Projecting $H_{\rm SO}$ on the field direction then appears to give
\[
\delta g=\frac{4m_e\bar z}{\hbar^2}(\alpha+\beta\sin2\phi).
\]

The angular form looks sensible, but the answer cannot be right. With another gauge origin, $\bar z$ becomes $\bar z-z_0$, and the choice $z_0=\bar z$ removes the shift. A measurable splitting cannot depend on $z_0$.

\section*{Where it fails}

The error is to use the zero-field orbital after putting the field into $\boldsymbol\pi$. The same vector potential enters the kinetic energy and changes the orbital at first order in $B$. The size of that change follows from
\[
\frac{i}{\hbar}[H_0,x]=\frac{\hbar\pi_x}{m_t}.
\]
The expectation value of a commutator with $H_0$ vanishes in a bound eigenstate of $H_0$. Hence $\langle\pi_x\rangle=0$, and likewise $\langle\pi_y\rangle=0$. Constant coefficients therefore give no shift at first order in spin-orbit coupling.

A shift needs coefficients that vary with depth. Silicon supplies them: inversion symmetry of the bulk crystal forbids a $k$-linear spin splitting, and the interface breaks that symmetry. The coupling to use is
\begin{equation}
H_{\rm SO}=a(z)(\pi_x\sigma_y-\pi_y\sigma_x)+b(z)(\pi_x\sigma_x-\pi_y\sigma_y).
\end{equation}
No ordering problem arises, because $A_x$ and $A_y$ depend on $z$ alone and so $a$ and $b$ commute with $\pi_x$ and $\pi_y$.

\section*{Correct solution}

\subsection*{Orbital response}

Let $f(z)$ stand for $a(z)$ or $b(z)$. We need $\langle f\pi_x\rangle$ to first order in $B$. The zero-field ground orbital is $\chi_0(z)\psi_0(x,y)$, with real factors. Vertical excitations have energies $\Delta_j$, lateral ones $E_n-E_0$. Expanding the kinetic energy gives the linear perturbation
\begin{equation}
H_1=\frac{\hbar e}{m_t}(z-z_0)(B_yk_x-B_xk_y).
\end{equation}
The Zeeman term does not mix orbitals, so it adds nothing at this order. Take first an isotropic parabolic dot of level spacing $\hbar\omega$. Its $x$ and $y$ motions separate, so the $k_y$ term does not contribute to $\langle f\pi_x\rangle$. The direct term plus the first-order change of the orbital is
\begin{equation}
\begin{aligned}
\langle f\pi_x\rangle={}&\frac{eB_y}{\hbar}\langle f(z-z_0)\rangle\\
&-\frac{2\hbar eB_y}{m_t}\sum_{j,n}
\frac{f_{0j}(z-z_0)_{j0}|\langle n|k_x|0\rangle|^2}{E_n-E_0+\Delta_j}.
\end{aligned}
\label{eq:response}
\end{equation}
The factor 2 comes from correcting both bra and ket. The minus sign comes from the denominator $E_0-E_n-\Delta_j$.

\emph{Terms with $j=0$.} Here the lateral sum rule is needed. With $H_\perp$ the lateral Hamiltonian at zero field, $[H_\perp,x]=-i\hbar^2k_x/m_t$, so
\[
\langle n|k_x|0\rangle=\frac{im_t}{\hbar^2}(E_n-E_0)\langle n|x|0\rangle,
\]
\[
\langle0|k_x|n\rangle=-\frac{im_t}{\hbar^2}(E_n-E_0)\langle0|x|n\rangle .
\]
Inserting the first relation into $\sum_n|\langle n|k_x|0\rangle|^2/(E_n-E_0)$ gives $(im_t/\hbar^2)\langle k_xx\rangle$. Inserting the second gives $-(im_t/\hbar^2)\langle xk_x\rangle$. Half the sum of these equal expressions is
\begin{equation}
\sum_n\frac{|\langle n|k_x|0\rangle|^2}{E_n-E_0}
=\frac{im_t}{2\hbar^2}\langle[k_x,x]\rangle=\frac{m_t}{2\hbar^2},
\label{eq:sum}
\end{equation}
since $[k_x,x]=-i$. The $j=0$ part of (\ref{eq:response}) is thus $-(eB_y/\hbar)\langle f\rangle(\bar z-z_0)$. Added to the direct term, it gives
\[
\frac{eB_y}{\hbar}\big[\langle fz\rangle-\langle f\rangle\bar z\big]
=\frac{eB_y}{\hbar}\sum_{j>0}f_{0j}z_{j0}.
\]
The gauge origin has gone. The equality follows by inserting a complete set of vertical states in $\langle fz\rangle$ and removing its $j=0$ term.

\emph{Terms with $j>0$.} Now $(z-z_0)_{j0}=z_{j0}$. In the parabolic dot $k_x$ reaches one excited state, with $|\langle1|k_x|0\rangle|^2=m_t\omega/(2\hbar)$. Each $j$ contributes
\[
-\frac{eB_y}{\hbar}f_{0j}z_{j0}\frac{\hbar\omega}{\hbar\omega+\Delta_j}.
\]
Since $1-\hbar\omega/(\hbar\omega+\Delta_j)=\Delta_j/(\hbar\omega+\Delta_j)$, the total is
\begin{equation}
\langle f\pi_x\rangle=\frac{eB_y}{\hbar}S_f,\qquad
S_f=\sum_{j>0}f_{0j}z_{j0}\frac{\Delta_j}{\Delta_j+\hbar\omega}.
\label{eq:S}
\end{equation}
Because $A_y$ has the opposite sign, $\langle f\pi_y\rangle=-(eB_x/\hbar)S_f$. A constant $f$ has $f_{0j}=0$ for $j>0$ and gives zero, as required.

\subsection*{Spin splitting}

Substitution into $H_{\rm SO}$ gives the spin Hamiltonian
\[
\frac{e}{\hbar}\big[S_a(B_x\sigma_x+B_y\sigma_y)+S_b(B_y\sigma_x+B_x\sigma_y)\big].
\]
Compare this with $\frac12\mu_B\boldsymbol\sigma\cdot G\mathbf B$. Since $\mu_B=e\hbar/(2m_e)$, the conversion factor is $2e/(\hbar\mu_B)=4m_e/\hbar^2$. Define $\delta_a=4m_eS_a/\hbar^2$ and $\delta_b=4m_eS_b/\hbar^2$. Then
\[
G=\begin{pmatrix}g_0+\delta_a&\delta_b\\ \delta_b&g_0+\delta_a\end{pmatrix}.
\]
The splitting is $\mu_B|G\mathbf B|$, so
\[
g^2=(g_0+\delta_a)^2+\delta_b^2+2(g_0+\delta_a)\delta_b\sin2\phi .
\]
Taking the square root to first order gives
\begin{equation}
\boxed{\;\delta g(\phi)=\frac{4m_e}{\hbar^2}\left(S_a+S_b\sin2\phi\right)\;}
\label{eq:result}
\end{equation}
The next term from the square root is $\delta_b^2\cos^2(2\phi)/(2g_0)$.

\section*{Limits and meaning}

\emph{Interface coupling, weak lateral confinement.} If $f$ is concentrated at $z=0$, in a layer much thinner than the decay length of the orbital in the barrier, then $\langle fz\rangle$ is negligible. If also $\hbar\omega\ll\Delta_j$, (\ref{eq:S}) becomes $S_f=-\langle f\rangle\bar z$. With $\bar\alpha=\langle a\rangle$ and $\bar\beta=\langle b\rangle$,
\begin{equation}
\delta g=-\frac{4m_e\bar z}{\hbar^2}(\bar\alpha+\bar\beta\sin2\phi).
\label{eq:simple}
\end{equation}
The sign is opposite to that of the tempting answer. In this limit $\langle f\pi_x\rangle=(eB_y/\hbar)\langle f(z-\bar z)\rangle$ for any $f$, so the mean kinetic wave number at depth $z$ is $eB_y(z-\bar z)/\hbar$. It averages to zero over the electron, but at the interface it is $-eB_y\bar z/\hbar$, and that is where the spin-orbit coupling acts.

The sum rule (\ref{eq:sum}) holds for any lateral well. The mixed sum with $k_x$ and $k_y$ is proportional to $\langle k_xy\rangle=-\frac i2\int y\,\partial_x\psi_0^2\,dx\,dy=0$. Equation (\ref{eq:simple}) therefore does not depend on the lateral shape of the dot.

\emph{Strong lateral confinement.} For smooth $f$ and $\hbar\omega$ far above all contributing $\Delta_j$,
\[
S_f\simeq\frac{1}{\hbar\omega}\sum_jf_{0j}z_{j0}\Delta_j
=-\frac{\hbar}{m_l\omega}\int f\chi_0\chi_0'\,dz
=\frac{\hbar}{2m_l\omega}\langle f'\rangle .
\]
The second form uses $[p_z^2/2m_l,z]=-i\hbar p_z/m_l$, and the last an integration by parts. The shift falls as $1/\omega$. Real dots, with $\hbar\omega$ of a few meV and $\Delta_j$ of tens of meV, lie far from this limit.

\emph{Elliptical dot.} With axes along $x$ and $y$, $\langle f\pi_x\rangle$ contains $S_f(\omega_x)$ and $\langle f\pi_y\rangle$ contains $S_f(\omega_y)$. The Rashba part becomes $S_a(\omega_x)\sin^2\phi+S_a(\omega_y)\cos^2\phi$, which includes
\[
\tfrac12[S_a(\omega_y)-S_a(\omega_x)]\cos2\phi .
\]

\section*{Worked example}

Take a metal-oxide-silicon dot with $m_l=0.92\,m_e$, $m_t=0.19\,m_e$, a vertical field of 0.2 MV/cm, a 3 eV barrier and $\hbar\omega=2$ meV. The barrier is flat and has the same vertical mass as silicon; a lighter oxide mass of 0.4 to 0.5 $m_e$ would raise $\bar z$ by about 2\% if $\chi'/m$ is continuous at the interface, and lower it by 2 to 3\% if $\chi'$ itself is. The image-charge repulsion at the interface is also left out; for dielectric half-spaces of relative permittivity 11.7 and 3.9, with no gate nearby, it would raise $\bar z$ and both shift coefficients by about 10\%. Let $g_0=1.998$, $B=1$ T, $\bar\alpha=2\ \mu$eV\,nm and $\bar\beta=10\ \mu$eV\,nm, both located at the interface. Numerical solution of the vertical problem on a grid of step 0.05 nm gives $\bar z=1.871$ nm and a first excitation of 44.6 meV. Refining the grid lowers $\bar z$ by about 0.002 nm and the magnitudes of the shift coefficients below by about 0.1\%, enough to turn the $135^\circ$ value quoted below from $+0.77\times10^{-3}$ into $+0.76\times10^{-3}$. Equation (\ref{eq:simple}) gives
\begin{align*}
\text{constant:}\quad&-52.49\times1.871\times2\times10^{-6}=-1.96\times10^{-4},\\
\sin2\phi\text{ coefficient:}\quad&-52.49\times1.871\times10^{-5}=-9.82\times10^{-4}.
\end{align*}
The finite lateral spacing in (\ref{eq:S}) reduces both magnitudes by 2.6\%, to $1.91\times10^{-4}$ and $9.57\times10^{-4}$. Thus $\delta g$ is $-0.19\times10^{-3}$ along $[100]$, $-1.15\times10^{-3}$ at $45^\circ$ and $+0.77\times10^{-3}$ at $135^\circ$. At $45^\circ$ and 1 T the spin frequency moves by $-16$ MHz.

As a test, the full Hamiltonian, including the orbital terms quadratic in $B$, was diagonalized at eight angles. The fitted constant and $\sin2\phi$ coefficient are $-0.1915\times10^{-3}$ and $-0.9567\times10^{-3}$, against $-0.1914\times10^{-3}$ and $-0.9568\times10^{-3}$ from (\ref{eq:result}). For uniform coefficients of the same size at $45^\circ$, the tempting formula gives $1.18\times10^{-3}$, whereas diagonalization gives $-1.6\times10^{-7}$. That remainder is within the estimated second-order spin-orbit scale, $3.6\times10^{-7}$.

\section*{Comparison with real devices}

The masses, field, barrier and lateral spacing are rough typical values for such dots. The two coefficients are chosen to give an anisotropy of order $10^{-3}$, the rough size found in silicon devices. The worked example places the coupling exactly at $z=0$, but a real interface has a finite width: the decay length in the barrier is 0.12 nm here, less than one (001) atomic layer of silicon (0.136 nm), so the thin-layer condition is an idealization. For Gaussian profiles centred there, with standard deviations of 0.1 and 0.2 nm and unchanged $\bar\alpha$ and $\bar\beta$, the magnitudes from (\ref{eq:simple}) fall by about 5\% and 13\%. A real interface is also not uniform: atomic steps can change $\bar\beta$, which also depends on the valley state. At fixed $\bar z$ and $\omega$, reversing its sign moves the $\sin2\phi$ coefficient by $1.9\times10^{-3}$, far more than the other corrections estimated here. Raising $\hbar\omega_y$ alone to 3 meV adds a $\cos2\phi$ coefficient of $1.2\times10^{-6}$; raising $\hbar\omega_x$ instead reverses its sign. Either change also reduces the magnitude of the $\sin2\phi$ coefficient by $6.0\times10^{-6}$ and that of the constant by $1.2\times10^{-6}$. For an assumed intervalley dipole length of 0.1 nm, an intervalley coupling equal to $\bar\beta$ and a valley splitting of 0.3 meV, valley mixing contributes on the scale of $7\times10^{-6}$. With this splitting the Zeeman energy reaches the valley energy at 2.6 T, and close to that crossing spin-valley mixing can spoil the one-valley result. At 0.1 K the upper valley's Boltzmann factor is about $10^{-15}$. The permittivity of silicon is about three times that of its oxide, so continuity of the normal displacement makes the oxide field about $3\times0.2=0.6$ MV/cm, well below the rough breakdown scale of 10 MV/cm.

The difference between the $45^\circ$ and $135^\circ$ values, $-1.9\times10^{-3}$, isolates the Dresselhaus part to first order in the circular dot. Rotating the field within the plane of such a dot cannot separate the Rashba constant from $g_0$; that requires an independent value of $g_0$. The remaining computed values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Vertical field: 0.2 MV/cm
Barrier height: 3 eV
Longitudinal mass: 0.92 m_e
Transverse mass: 0.19 m_e
Lateral level spacing: 2 meV
Lateral oscillator length: 14.16 nm
Magnetic field: 1 T
Reference g0: 1.998 (dimensionless)
Mean Rashba coefficient: 2 ueV nm
Mean Dresselhaus coefficient: 10 ueV nm
Factor 4 m_e/hbar^2: 52.49 1/(eV nm^2)
Mean distance from interface: 1.871 nm
Airy estimate of distance: 1.868 nm
First vertical excitation: 44.59 meV
Simple constant shift: -0.1964 10^-3
Simple sin(2phi) coefficient: -0.9821 10^-3
Response constant shift: -0.1914 10^-3
Response sin(2phi) coefficient: -0.9568 10^-3
Diagonalized constant shift: -0.1915 10^-3
Diagonalized sin(2phi) coefficient: -0.9567 10^-3
Diagonalized shift at 0 deg: -0.1914 10^-3
Diagonalized shift at 45 deg: -1.148 10^-3
Diagonalized shift at 90 deg: -0.1914 10^-3
Diagonalized shift at 135 deg: 0.7651 10^-3
Frequency shift at 45 deg: -16.07 MHz
Largest angular-fit residual: 0.11 10^-6
Shift change for 5 nm gauge move: -0.0043 10^-6
Uniform coupling, direct term only: 1.179 10^-3
Uniform coupling, diagonalized: -0.16 10^-6
Shift without vector potential: -0.16 10^-6
Shift without spin-orbit: -3.3e-09 10^-6
Shift at 45 deg and half field: -1.148 10^-3
Anharmonic-well momentum sum: 0.99990 (dimensionless)
Elliptical test shift, formula: -0.1816 10^-3
Elliptical test shift, diagonalized: -0.1816 10^-3
Finite lateral-spacing correction: -2.58 %
Second lateral spacing for ellipse: 3 meV
Ellipse cos(2phi) coefficient: 1.197 10^-6
Second-order spin-orbit scale: 0.3587 10^-6
Assumed valley splitting: 0.3 meV
Zeeman splitting: 0.1157 meV
Spin-valley crossing field: 2.594 T
Assumed vertical valley dipole length: 0.1 nm
Vertical valley-mixing shift scale: 6.847 10^-6
Assumed lateral valley dipole length: 1 nm
Spin-valley repulsion shift scale: 0.0151 10^-6
Temperature: 0.1 K
Upper-valley Boltzmann factor: 7.597e-16 (dimensionless)
Oxide field: 0.6 MV/cm
Assumed oxide thickness: 10 nm
Log10 oxide tunnelling factor: -43.08 (dimensionless)
\end{verbatim}
